# Lateral decay of oxidation-enhanced diffusion in a thin silicon film

In a model silicon film 0.20 µm thick, with an oxidizing window on its top surface, a dopant diffuses 2.36 times faster than in equilibrium at a point 10 µm outside the window, and 1.50 times faster at 20 µm. The logarithm of the ratio of these two numbers suggests a decay length of 22 µm. If one is first subtracted from each, the same logarithm gives 10 µm. The second length belongs to the point defects that cause the enhancement, and it follows from a balance between their diffusion and their loss.

Oxidation injects silicon self-interstitials into the film. Let $C_I$ be their concentration, $C_I^*$ its equilibrium value at the process temperature, and

$$\sigma=\frac{C_I}{C_I^*}-1$$

the relative excess. The window is a long stripe $|X|<a$, and $x=|X|-a$ is the distance outside its edge. The film occupies $0<z<h$, with the oxidizing surface at $z=h$. The temperature is uniform, the interstitial diffusivity $D$ is constant, and the thickness consumed by the growing oxide is neglected. Here $D$ describes the interstitials, not the dopant.

Interstitials disappear in the bulk at the rate $k_b\sigma$ and at the two surfaces with loss velocities $s_t$ (top) and $s_b$ (bottom). These losses are first order: each is proportional to the excess and vanishes in equilibrium. Recombination with vacancies is left out of the balance for now. Outside the window,

$$\frac{\partial\sigma}{\partial t}=D\left(\frac{\partial^2\sigma}{\partial x^2}+\frac{\partial^2\sigma}{\partial z^2}\right)-k_b\sigma .$$

The flux in the $+z$ direction, divided by $C_I^*$, is $-D\,\partial\sigma/\partial z$. It leaves the film at the top and enters it at the bottom, so the surface conditions are

$$-D\frac{\partial\sigma}{\partial z}\bigg|_{h}=s_t\,\sigma(h),\qquad D\frac{\partial\sigma}{\partial z}\bigg|_{0}=s_b\,\sigma(0).$$

Now average the diffusion equation over depth. The vertical term becomes

$$\frac{D}{h}\int_0^h\frac{\partial^2\sigma}{\partial z^2}\,dz=\frac{D}{h}\left[\frac{\partial\sigma}{\partial z}\bigg|_h-\frac{\partial\sigma}{\partial z}\bigg|_0\right]=-\frac{s_t\sigma(h)+s_b\sigma(0)}{h}.$$

A surface gradient of size $s\sigma/D$ changes $\sigma$ across the film by a fraction of order $sh/D$. Bulk loss adds a variation of order $k_bh^2/D$ wherever interstitials enter from one surface. If both numbers are small, the two surface values may be replaced by the depth average, which is again called $\sigma$:

$$\frac{\partial\sigma}{\partial t}=D\frac{\partial^2\sigma}{\partial x^2}-k\sigma,\qquad k=k_b+\frac{s_t+s_b}{h}.$$

The factor $1/h$ converts a loss per area into a loss per volume. The example uses round model parameters, not measured silicon data: $D=100$ µm²/s, $k_b=0.20$ s⁻¹, $s_t=0.12$ µm/s and $s_b=0.04$ µm/s. Then

$$k=0.20+\frac{0.12+0.04}{0.20}=1.0\ \text{s}^{-1},$$

while $(s_t+s_b)h/D=3.2\times10^{-4}$ and $k_bh^2/D=8\times10^{-5}$, so the film is thin in both required senses.

In steady state $D\sigma''=k\sigma$. Inserting $e^{qx}$ gives $q^2=k/D$, hence

$$\sigma=Ae^{-x/L}+Be^{x/L},\qquad L=\sqrt{\frac{D}{k}}.$$

If the film extends many lengths $L$ beyond the window and has no other source, the growing term must vanish. With $\sigma_e$ the excess at the edge,

$$\sigma(x)=\sigma_e e^{-x/L}.$$

For the example $L=\sqrt{100/1.0}=10$ µm, or $1.0\times10^{-3}$ cm.

Loss is essential to this result. For $k=0$ the steady equation is $\sigma''=0$, whose solution is a straight line, and a closed far end makes the line flat. A numerical film without loss outside the window indeed had the same excess 100 µm away as at the edge. The first order of the loss matters too. If the loss rate were $k_2\sigma^2$, the equation $D\sigma''=k_2\sigma^2$ would have the decaying solution

$$\sigma=\frac{\sigma_e}{(1+x/\ell_2)^2},\qquad \ell_2^2=\frac{6D}{k_2\sigma_e},$$

because two derivatives give $6\sigma_e\ell_2^{-2}(1+x/\ell_2)^{-4}$, which must equal $(k_2/D)\sigma_e^2(1+x/\ell_2)^{-4}$. That decay is algebraic, and its length depends on the strength of the injection. With first-order loss, $L$ is independent of the injection, which enters through $\sigma_e$ alone.

To find $\sigma_e$, let $\gamma$ be the injected flux divided by $C_I^*$, and let $s_w$ be the top loss velocity under the growing oxide. The same depth average gives, inside the window,

$$D\sigma''-k_w\sigma+\frac{\gamma}{h}=0,\qquad k_w=k_b+\frac{s_w+s_b}{h}.$$

The solution symmetric about the centre of the stripe is

$$\sigma=P-A\cosh\frac{X}{L_w},\qquad P=\frac{\gamma}{hk_w},\qquad L_w=\sqrt{\frac{D}{k_w}}.$$

At $X=a$ the excess and the lateral flux are continuous. Since $D$ is the same on both sides, the slope is continuous as well:

$$\sigma_e=P-A\cosh\frac{a}{L_w},\qquad -\frac{A}{L_w}\sinh\frac{a}{L_w}=-\frac{\sigma_e}{L}.$$

The second condition gives $A=\sigma_eL_w/[L\sinh(a/L_w)]$. Inserting this in the first and collecting $\sigma_e$ yields

$$\sigma_e=\frac{P}{1+(L_w/L)\coth(a/L_w)}.$$

For a wide window, $a\gg L_w$, the hyperbolic cotangent tends to one. If in addition $k_w=k$, the edge excess is half the plateau $P$, since the edge then lies midway between a region with a source and an identical one without. For a narrow window with $a\ll L_w$ and $a\ll L_w^2/L$, $\coth(a/L_w)\approx L_w/a$ and the second term of the denominator dominates, so

$$\sigma_e\approx\frac{PaL}{L_w^2}=\frac{\gamma aL}{hD}.$$

This says that the injection $\gamma a$ of half the stripe leaves as the lateral flux $hD\sigma_e/L$ on one side; loss within the window is then negligible.

The example has $a=5$ µm, $s_w=0.32$ µm/s and $\gamma=4$ µm/s. Thus $k_w=0.20+0.36/0.20=2.0$ s⁻¹, $L_w=7.07$ µm and $P=4/(0.20\times2.0)=10$. With $a/L_w=0.707$ and $\coth0.707=1.642$,

$$\sigma_e=\frac{10}{1+0.707\times1.642}=4.63.$$

A numerical solution that resolves both depth and lateral position also gives 4.63 at the edge and a decay length of 10.0 µm. It does not use the depth-averaged equation, so it tests the reduction as well as the matching.

The limit of the thin-film description can be derived by separating variables. Outside the window put $\sigma=e^{-x/\Lambda}Z(z)$ in the steady two-dimensional equation:

$$\frac{D}{\Lambda^2}Z+DZ''-k_bZ=0.$$

With $Z''=-\beta^2Z$ this becomes

$$\frac1{\Lambda^2}=\beta^2+\frac{k_b}{D}.$$

Define $y=\beta h$, $B_t=s_th/D$ and $B_b=s_bh/D$. Write $Z=\cos\beta z+c\sin\beta z$. The bottom condition $DZ'(0)=s_bZ(0)$ gives $c=B_b/y$. The top condition, multiplied by $h/D$, is

$$y\sin y-B_b\cos y=B_t\cos y+\frac{B_tB_b}{y}\sin y,$$

and after multiplication by $y$,

$$(y^2-B_tB_b)\sin y=(B_t+B_b)\,y\cos y.$$

The smallest positive root sets the far decay. For weak surface loss the next root lies near $\pi$; if also $h\ll\sqrt{D/k_b}$, that mode dies out over about $h/\pi$, or 0.06 µm in the example, so the disturbance of the depth profile by the window edge is confined to a few such distances. The small depth variations maintained by injection and surface loss persist beyond them.

For small $B_t$ and $B_b$, divide by $\sin y$ and use $y\cot y=1-y^2/3+\dots$:

$$y^2\left(1+\frac{B_t+B_b}{3}\right)\approx B_t+B_b+B_tB_b.$$

To second order in the loss parameters this is

$$y^2\approx B_t+B_b-\frac{B_t^2+B_b^2-B_tB_b}{3}.$$

The leading part gives $D\beta^2=D(B_t+B_b)/h^2=(s_t+s_b)/h$, which is the surface part of $k$. The correction lowers $y^2$ and lengthens the decay. Its meaning follows from averaging $Z''=-\beta^2Z$ over depth, which gives $y^2\bar Z=B_tZ(h)+B_bZ(0)$ with $\bar Z$ the depth average. Since $y^2<B_t+B_b$, the mean of the two surface values, weighted by their loss velocities, lies below $\bar Z$, and the thin-film formula overstates the loss. The less absorbing surface by itself may lie above the average.

A second film shows the size of the effect. It has the same $D$, but $h=20$ µm, $k_b=0.05$ s⁻¹, $s_t=3.75$ µm/s and $s_b=1.25$ µm/s, so $B_t=0.75$ and $B_b=0.25$. The thin formula gives $\sqrt{100/(0.05+0.25)}=18.3$ µm. The root $y=0.936$ gives

$$\Lambda=\left[\left(\frac{0.936}{20}\right)^2+\frac{0.05}{100}\right]^{-1/2}=19.3\ \text{µm},$$

in agreement with the two-dimensional numerical solution. Relative to the thin formula the true length is 5.6% greater.

The thickness also offers a way to separate the losses. While the film remains thin,

$$\frac{1}{L^2}=\frac{k_b}{D}+\frac{s_t+s_b}{D}\,\frac1h.$$

If only $h$ varies between films, $1/L^2$ is linear in $1/h$, with an intercept from bulk loss and a slope from surface loss. When the surfaces dominate, $L$ grows as $\sqrt h$; when the bulk dominates, it does not depend on $h$. In the first example the surfaces supply 0.8 s⁻¹ of the total 1.0 s⁻¹.

The dopant responds to both kinds of point defect. Let $f$ be the fraction of its equilibrium diffusivity carried by interstitials, the rest being carried by vacancies, and let $V=C_V/C_V^*$ be the normalized vacancy concentration. The ratio of the dopant diffusivity to its equilibrium value is

$$E=\frac{D_A}{D_A^*}=f(1+\sigma)+(1-f)V.$$

If recombination between the two defects is slow and vacancies exchange freely with the surfaces, $V=1$ and

$$E-1=f\sigma_e e^{-x/L}.$$

The excess diffusivity decays exponentially; $E$ itself approaches one. For $f=0.8$ the example gives $E=1+0.8\times4.63=4.70$ at the edge, and 2.36, 1.50 and 1.18 at 10, 20 and 30 µm. The length follows from two of these values:

$$L=\frac{x_2-x_1}{\ln[(E_1-1)/(E_2-1)]}=\frac{10\ \text{µm}}{\ln(1.3617/0.5009)}=10.0\ \text{µm}.$$

Without the subtraction the result is $10/\ln(2.3617/1.5009)=22.1$ µm. This error has a definite sign. For $E_1>E_2>1$ we have $E_2(E_1-1)>E_1(E_2-1)$, so $(E_1-1)/(E_2-1)>E_1/E_2$; the smaller logarithm of the unsubtracted ratio gives too great a length.

If recombination is fast, the two defects are in local equilibrium, $C_IC_V=C_I^*C_V^*$, and therefore $V=1/(1+\sigma)$. Recombination also removes interstitials, so its effect on $\sigma$ must be examined. Let $R$ be its net rate divided by $C_I^*$, let $\rho=C_V^*/C_I^*$, and let $D_V$ and $k_V$ be the vacancy diffusivity and the rate at which vacancies relax to equilibrium. The steady balances are

$$D\sigma''-k\sigma-R=0,\qquad \rho\,[D_VV''+k_V(1-V)]-R=0.$$

Subtraction eliminates $R$:

$$D\sigma''-k\sigma=\rho\,[D_VV''+k_V(1-V)].$$

When $\rho D_V\ll D$ and $\rho k_V\ll k$, the right side is a small correction and the exponential for $\sigma$ survives. Each recombination event consumes a vacancy, and the supply of vacancies is then too small to drain the interstitials appreciably. These inequalities are an assumption of the model: in silicon at usual oxidation temperatures vacancies carry a share of self-diffusion comparable with that of interstitials, so $\rho D_V\ll D$ is generally not met, and the fast-limit numbers below illustrate the limit rather than describe silicon. Without these inequalities the far tail can still be found: there $V-1\approx-\sigma$, so

$$(D+\rho D_V)\sigma''=(k+\rho k_V)\sigma,$$

and the decay length becomes $\sqrt{(D+\rho D_V)/(k+\rho k_V)}$. When recombination is fast, the tail length $\sqrt{D/k}$ thus presupposes that interstitials dominate both transport and loss, or that $D_V/k_V$ happens to equal $D/k$.

With $\sigma$ exponential, the dopant response in the fast limit is

$$E-1=f\sigma+(1-f)\left(\frac1{1+\sigma}-1\right)=\sigma\left[f-\frac{1-f}{1+\sigma}\right].$$

This is not a single exponential. For $\sigma\ll1$ and $f\ne1/2$ it tends to $(2f-1)\sigma$, so the tail regains the length $L$. Its amplitude is $2f-1$ times that of $\sigma$, instead of $f$ times as in the slow limit; this is smaller in magnitude only for $f>1/3$, and negative for $f<1/2$. For $f=1/2$ the linear term cancels, $E-1\approx\sigma^2/2$, and the tail has the length $L/2$ as long as local equilibrium is complete; a small departure from it can leave a linear term that takes over far from the window.

The shape nearer the window is described by the local decay length $\ell=-(E-1)/(dE/dx)$. Since $d\sigma/dx=-\sigma/L$ and $dE/d\sigma=f-(1-f)/(1+\sigma)^2$,

$$\frac{\ell}{L}=\frac{f-(1-f)/(1+\sigma)}{f-(1-f)/(1+\sigma)^2}=1-\frac{(1-f)\sigma}{f(1+\sigma)^2-(1-f)}.$$

For $1/2<f<1$ the subtracted term is positive when $0<\sigma<\infty$ and vanishes in both limits. The local length is therefore shorter than $L$ at intermediate excess and approaches $L$ at very small or very large excess. For $f=0.8$ it is 9.6 µm at the edge, 9.4 µm at 10 µm, 9.3 µm at 20 µm and 9.5 µm at 30 µm. Here $E$ is 2.24 at 10 µm and 1.42 at 20 µm, and the two-point formula with unity subtracted gives $10/\ln(1.2357/0.4239)=9.3$ µm, about 7% below $L$.

A dopant with $f<1/2$ behaves differently. In the fast limit its tail has $E<1$: the lost vacancies outweigh the added interstitials. Write $u=1+\sigma$, so that $E=fu+(1-f)/u$. Setting $dE/du=f-(1-f)/u^2$ to zero gives

$$u_{\min}=\sqrt{\frac{1-f}{f}},\qquad E_{\min}=2\sqrt{f(1-f)}.$$

For $f=0.1$, $u_{\min}=3$ and $E_{\min}=0.60$. The edge has $u=5.63$ and $E=0.72$, so the strongest retardation lies outside the window, where $\sigma$ has fallen to 2:

$$x=L\ln\frac{\sigma_e}{2}=10\ln\frac{4.63}{2}=8.4\ \text{µm}.$$

A stronger source could even enhance this dopant at the edge. The equation $E=1$ factors as $(u-1)[fu-(1-f)]=0$, and its second root, $u=(1-f)/f=9$, separates retardation from enhancement. With $V=1$, by contrast, the same dopant is enhanced everywhere, with $E=1+0.1\times4.63=1.46$ at the edge. In this model retardation is thus a sign of vacancy depletion.

Both recombination limits were tested against numerical solutions of the coupled balances with $\rho=10^{-3}$ and equal diffusivities and relaxation rates for the two defects. This supports the limiting formulas where vacancies contribute little; it does not test the modified tail length for unequal vacancy parameters.

The steady profile needs time to form. Suppose $\sigma=0$ when a constant injection begins at $t=0$. The Laplace transform $\hat\sigma(x,p)=\int_0^\infty e^{-pt}\sigma\,dt$ obeys $p\hat\sigma=D\hat\sigma''-k\hat\sigma$ outside the window, so

$$\hat\sigma(x,p)=\hat\sigma_e(p)\exp\left(-x\sqrt{\frac{k+p}{D}}\right).$$

Let $F(x,p)=p\hat\sigma(x,p)$. As $p\to0$, $F$ tends to the steady excess $\sigma_{ss}(x)$. The transform of the missing excess $\sigma_{ss}-\sigma$ is $[F(x,0)-F(x,p)]/p$, and its value at $p=0$ is the time integral. Dividing by $\sigma_{ss}$ defines a mean lag:

$$\tau(x)=\frac{1}{\sigma_{ss}}\int_0^\infty(\sigma_{ss}-\sigma)\,dt=-\frac{\partial\ln F}{\partial p}\bigg|_{p=0}.$$

The logarithm separates the edge from the film outside it, and differentiation of the square root gives

$$\tau(x)=\tau_e+\frac{x}{2\sqrt{Dk}}.$$

In the example $\sqrt{Dk}=10$ µm/s, so 20 µm adds $20/(2\times10)=1.0$ s. Numerical time integration gives lags of 0.54 s at the edge and 1.54 s at 20 µm, which confirms the increment.

The spread of a dopant in depth records the time average of $E$ under three conditions: its diffusivity does not depend on its own concentration, it moves laterally much less than $L$, and it has not begun to level out across the film. In a film only 0.20 µm thick the last condition is much stricter than the second. For $V=1$ and an anneal of duration $t$ well beyond the transient, the average excess is

$$\langle E-1\rangle=f\sigma_{ss}(x)\left[1-\frac{\tau(x)}t\right].$$

At 20 µm a 60 s anneal lowers the average excess by $1.54/60=2.6\%$ relative to its steady value. Because $\tau$ grows with distance, a short anneal makes the averaged profile steeper and the inferred length too small.

The lag also supplies what the steady profile cannot. The length $L$ fixes only the ratio $D/k$, so a mobile defect with rapid loss and a slow one with weak loss can leave the same steady decay. If $m=d\tau/dx=1/(2\sqrt{Dk})$ is known as well, then

$$D=\frac{L}{2m},\qquad k=\frac1{2mL}.$$

Here $m=0.050$ s/µm and $L=10$ µm return $D=100$ µm²/s and $k=1.0$ s⁻¹. The rule assumes an injection that settles to a constant value, whereas the injection of a real oxidation falls as the oxide thickens. It also assumes that recombination with vacancies can be ignored. With fast recombination the tail obeys $(1+\rho)\,\partial\sigma/\partial t=(D+\rho D_V)\sigma''-(k+\rho k_V)\sigma$, and the rule returns $(D+\rho D_V)/(1+\rho)$ and $(k+\rho k_V)/(1+\rho)$. Finally, it assumes that traps store no interstitials. In real silicon, impurities such as carbon can hold them reversibly. Suppose that the trapped interstitials are immobile and that there are $K$ of them for each free one, with $K$ constant. The time derivative in the balance is then multiplied by $1+K$, so the steady length is unchanged but $m$ grows by this factor. The rule returns the effective values $D/(1+K)$ and $k/(1+K)$, not those of the free defect. If the trapped species can itself move, as interstitial carbon does, it also carries interstitials sideways and the steady length changes too. The numerical output below lists the remaining intermediate values.

## Values computed for the example and the checks

```
Interstitial diffusivity D = 100.0 um^2/s
Film thickness h = 0.20 um; window half-width = 5.0 um
Bulk loss rate = 0.20 1/s
Top surface loss velocity outside = 0.12 um/s
Bottom surface loss velocity = 0.04 um/s
Top surface loss velocity in window = 0.32 um/s
Injected flux over C_I* = 4.00 um/s
Total loss rate outside k = 1.000 1/s
Total loss rate in window = 2.000 1/s
Thinness (s_top+s_bottom)h/D = 3.20e-04 (no unit)
Decay length L = 10.000 um = 1.000e-03 cm
Decay length from 2D film = 10.000 um
Length inside window = 7.071 um
Wide-window plateau excess = 10.000 (no unit)
Edge excess, formula = 4.6267 (no unit)
Edge excess, 2D film = 4.6261 (no unit)
No outside loss: excess ratio 100 um/edge = 1.000000 (no unit)
Dopant interstitial fractions f = 0.8 and 0.1 (no unit)
Profile for the larger f: x, excess, E(V=1), E(fast), local length(fast)
  0 um, 4.6267, 4.7014, 4.5369, 9.632 um
  10 um, 1.7021, 2.3617, 2.2357, 9.397 um
  20 um, 0.6262, 1.5009, 1.4239, 9.346 um
  30 um, 0.2304, 1.1843, 1.1468, 9.544 um
Fast-limit tail factor 2f-1, larger f = 0.600 (no unit)
Smaller f, fast limit: E at edge = 0.7226 (no unit)
Smaller f: minimum E = 0.6000 (no unit) at x = 8.387 um
Mean switch-on lag at edge = 0.5362 s
Mean switch-on lag at 20 um = 1.5362 s
Added lag over 20 um, formula = 1.0000 s
L from E-1 at 10 and 20 um = 10.000 um
False length from E at 10 and 20 um = 22.063 um
Thick film: h = 20.0 um, bulk loss = 0.05 1/s
Thick film: s_top = 3.75, s_bottom = 1.25 um/s
Thick film: lowest mode y = 0.9363 (no unit)
Thick film: thin-formula length = 18.257 um
Thick film: exact-mode length = 19.275 um
Thick film: 2D numerical length = 19.276 um
```
